# Anomalous Born charge from bond-length-dependent hopping in a GeTe-like Rice-Mele chain: a program that tests the result

```python
"""
Result under test: Born charge of the cation in a p-bonded rocksalt AB crystal,
  Z = [2 - 3 nA] + (alpha a/(pi t)) [E(m) E0/D - K(m) D/E0],
  nA = 1 - 2 D K(m)/(pi E0), E0 = sqrt(D^2 + 4 t^2), m = 4 t^2/E0^2.
D: half the cation-anion level difference; t: p-sigma hopping at spacing d;
a = 2d: chain period; hopping varies as t (d/r)^n; alpha = n t/d is its slope.
nA: electrons per cation orbital (both spins). K, E: complete elliptic integrals.
The first bracket is the rigid charge, the second term the charge transfer.
Lengths in nm, energies in eV, charges in units of e.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import ellipk, ellipe

d = 0.30
a = 2 * d
t_ex, D_ex, n_ex, u_ex = 1.9, 1.0, 2, 0.016


def closed_form(t, D, n):
    """Electrons per cation orbital, rigid charge, transfer charge."""
    E0 = np.hypot(D, 2 * t)
    m = 4 * t**2 / E0**2
    K, E = ellipk(m), ellipe(m)
    nA = 1 - 2 * D * K / (np.pi * E0)
    alpha = n * t / d
    transfer = alpha * a / (np.pi * t) * (E * E0 / D - K * D / E0)
    return nA, 2 - 3 * nA, transfer


def bonds(u, t, n):
    """Right and left hopping of a cation displaced by +u."""
    return t * (d / (d - u))**n, t * (d / (d + u))**n


def berry_center(u, t, D, n, nk=4000):
    """Full electron shift from the anion (orbital motion included), and nA."""
    t1, t2 = bonds(u, t, n)
    ka = 2 * np.pi * np.arange(nk) / nk
    H = np.zeros((nk, 2, 2), complex)
    H[:, 0, 0], H[:, 1, 1] = D, -D
    H[:, 0, 1] = t1 + t2 * np.exp(-1j * ka)
    H[:, 1, 0] = H[:, 0, 1].conj()
    c = np.linalg.eigh(H)[1][:, :, 0]
    links = np.sum(c.conj() * np.roll(c, -1, axis=0), axis=1)
    phase = -np.sum(np.angle(links))
    weight = np.mean(abs(c[:, 0])**2)
    x = a * phase / (2 * np.pi) + u * weight + d * (1 - weight)
    shift = (x - d + a / 2) % a - a / 2
    return shift, 2 * weight


def dipole(u, t=t_ex, D=D_ex, n=n_ex):
    """Dipole component per formula unit (e nm), three chains per atom."""
    shift, nA = berry_center(u, t, D, n)
    return 2 * u - 2 * shift - 2 * nA * u


def born_numeric(t, D, n, h=3e-5):
    return (dipole(h, t, D, n) - dipole(-h, t, D, n)) / (2 * h)


def transfer_slope(u, t, D, n):
    """Curvature integral for the transfer charge at finite displacement."""
    t1, t2 = bonds(u, t, n)
    g1, g2 = n * t1 / (d - u), -n * t2 / (d + u)
    T, dl, gT, gd = t1 + t2, t1 - t2, g1 + g2, g1 - g2
    th = (np.arange(4000) + 0.5) * np.pi / 4000
    s2, c2 = np.sin(th)**2, np.cos(th)**2
    E3 = (D**2 + T**2 * c2 + dl**2 * s2)**1.5
    return a * D / 2 * np.mean((T * gd * s2 + dl * gT * c2) / E3)


# Closed form against Berry phases, for several unrelated parameter sets
for t, D, n in [(t_ex, D_ex, n_ex), (1.0, 3.0, 3), (2.0, 0.3, 1)]:
    nA, rigid, transfer = closed_form(t, D, n)
    assert abs(berry_center(0.0, t, D, n)[1] - nA) < 1e-6
    Z = born_numeric(t, D, n)
    assert abs(Z - rigid - transfer) < 1e-3 * max(1, abs(Z))

# Constant hopping: no anomalous part remains
nA, rigid, transfer = closed_form(t_ex, D_ex, n_ex)
Z_total = rigid + transfer
Z_berry = born_numeric(t_ex, D_ex, n_ex)
Z_constant = born_numeric(t_ex, D_ex, 0)
assert abs(Z_constant - rigid) < 1e-3 and Z_constant < 2 < Z_berry


# Dipole of open chains, differenced in length to remove the ends
def open_dipole(cells, u):
    t1, t2 = bonds(u, t_ex, n_ex)
    hop = np.tile([t1, t2], cells)[:-1]
    H = np.diag(np.tile([D_ex, -D_ex], cells))
    H = H + np.diag(hop, 1) + np.diag(hop, -1)
    x = np.arange(2 * cells) * d
    x[::2] += u
    v = np.linalg.eigh(H)[1][:, :cells]
    return -2 * np.sum(x[:, None] * v**2)


h = 1e-4
slopes = [(open_dipole(N, h) - open_dipole(N, -h)) / (2 * h) for N in (60, 90)]
Z_open = (slopes[1] - slopes[0]) / 30 + 2 - 2 * nA
assert abs(Z_open - Z_total) < 2e-3

# Finite displacement: integrated curvature against the Berry phase.
# The full shift contains the rigid orbital motion, which is taken out here.
shift, nA_u = berry_center(u_ex, t_ex, D_ex, n_ex)
moved = -2 * shift + nA_u * u_ex
integral = quad(transfer_slope, 0, u_ex, args=(t_ex, D_ex, n_ex))[0]
assert abs(moved - integral) < 1e-3 * abs(moved)

# Small-gap arctangent law and the two limits of the transfer charge
u_s, D_s = 0.001, 0.05
s_shift, s_nA = berry_center(u_s, t_ex, D_s, n_ex, nk=20000)
t1, t2 = bonds(u_s, t_ex, n_ex)
law = a / np.pi * np.arctan((t1 - t2) / D_s)
assert abs(-2 * s_shift + s_nA * u_s - law) < 0.02 * law
alpha = n_ex * t_ex / d
small_gap = 2 * alpha * a / (np.pi * D_ex)
assert abs(transfer_slope(0, t_ex, D_s, n_ex) * np.pi * D_s
           / (2 * alpha * a) - 1) < 0.02
assert abs(transfer_slope(0, t_ex, 40., n_ex) * 40.**2
           / (alpha * a * t_ex) - 1) < 0.02

# Three-dimensional p-orbital crystal with rotating bonds
ideal = [s * d * np.eye(3)[i] for i in range(3) for s in (1, -1)]


def hop_matrix(R, vpi):
    r = np.linalg.norm(R)
    l = R / r
    return (np.outer(l, l) * (t_ex - vpi) + vpi * np.eye(3)) * (d / r)**n_ex


def spin_orbit(splitting):
    eps = np.zeros((3, 3, 3))
    for i, j, k in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
        eps[i, j, k], eps[i, k, j] = 1, -1
    pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
    return splitting / 3 * sum(np.kron(-1j * eps[k], pauli[k]) for k in range(3))


def crystal(th, u, way, vpi=0.0, so=None):
    """Electron x shift per unit displacement along way, cation electrons, gap."""
    spin = 1 if so is None else 2
    size, step = 3 * spin, 1e-5
    blocks = np.zeros((3, len(th), size, size), complex)
    for R in ideal:
        ph = np.exp(1j * th @ (R / d))[:, None, None]
        V = hop_matrix(R - u, vpi)
        dV = (hop_matrix(R - u - step * way, vpi)
              - hop_matrix(R - u + step * way, vpi)) / (2 * step)
        V, dV = np.kron(V, np.eye(spin)), np.kron(dV, np.eye(spin))
        blocks[0] += ph * V
        blocks[1] += 1j * R[0] * ph * V
        blocks[2] += ph * dV
    full = np.zeros((3, len(th), 2 * size, 2 * size), complex)
    full[:, :, :size, size:] = blocks
    full[:, :, size:, :size] = blocks.conj().swapaxes(-1, -2)
    full[0, :, :size, :size] += D_ex * np.eye(size)
    full[0, :, size:, size:] -= D_ex * np.eye(size)
    if so is not None:
        full[0, :, :size, :size] += spin_orbit(so[0])
        full[0, :, size:, size:] += spin_orbit(so[1])
    e, v = np.linalg.eigh(full[0])
    occ, emp = v[:, :, :size], v[:, :, size:]
    occ_h = occ.conj().swapaxes(-1, -2)
    velocity = occ_h @ full[1] @ emp
    change = occ_h @ full[2] @ emp
    gaps = e[:, None, size:] - e[:, :size, None]
    dx = 2 * np.sum((velocity * change.conj()).imag / gaps**2, axis=(1, 2))
    n_cat = np.sum(abs(occ[:, :size])**2, axis=(1, 2))
    factor = 2 / spin
    return factor * dx.mean(), factor * n_cat.mean(), gaps.min()


def mesh(N, counts):
    axes = [(np.arange(c) + 0.5) * 2 * np.pi / N for c in counts]
    return np.array(np.meshgrid(*axes, indexing="ij")).reshape(3, -1).T


octant = mesh(48, (24, 24, 24))
zero, xhat, diagonal = np.zeros(3), np.array([1., 0, 0]), np.ones(3)
vpi_ex, so_ex = -0.5, (0.2, 0.8)


def crystal_charge(**kw):
    dx, n_cat, _ = crystal(octant, zero, xhat, **kw)
    return 2 - n_cat - dx


Z_3d = crystal_charge()
assert abs(Z_3d - Z_total) < 2e-3
Z_pi = crystal_charge(vpi=vpi_ex)
Z_so = crystal_charge(so=so_ex)
L_point = np.full((1, 3), np.pi / 2)
gap_so = crystal(L_point, zero, xhat, so=so_ex)[2]

half_zone = mesh(32, (32, 32, 16))
nodes, weights = np.polynomial.legendre.leggauss(3)


def crystal_dipole(vpi):
    path = sum(w * u_ex / 2 * crystal(half_zone, u_ex * (x + 1) / 2 * diagonal,
                                      diagonal, vpi)[0]
               for x, w in zip(nodes, weights))
    n_cat = crystal(half_zone, u_ex * diagonal, diagonal, vpi)[1]
    return (2 - n_cat) * u_ex - path


to_uC = np.sqrt(3) / (2 * d**3) * const.e / 1e-18 * 100
p_u = dipole(u_ex)
P_chain = p_u * to_uC
P_rot, P_rot_pi = (crystal_dipole(v) * to_uC for v in (0.0, vpi_ex))
Z_slope = (dipole(u_ex + h) - dipole(u_ex - h)) / (2 * h)
assert Z_slope < Z_total

# s levels at the zone-boundary point L: one s level against three p levels
V_sp, sep_cs, sep_as = 1.5, 6.0, 12.0


def s_push(separation):
    H = np.zeros((4, 4))
    H[0, 0] = -separation
    H[0, 1:] = H[1:, 0] = 2 * V_sp
    return np.linalg.eigvalsh(H)[-1]


push_anion, push_cation = s_push(sep_cs), s_push(sep_as)

# Holes empty the states nearest the zone boundary
holes_cm3 = 5e20
holes_fu = holes_cm3 * 1e-21 * 2 * d**3
half_width = np.pi * holes_fu / 6 / 2


def weight_k(th):
    return np.sin(th)**2 / (D_ex**2 + 4 * t_ex**2 * np.cos(th)**2)**1.5


lost = (quad(weight_k, np.pi / 2 - half_width, np.pi / 2 + half_width)[0]
        / (2 * quad(weight_k, 0, np.pi / 2)[0]))

# Gaussian average of the differential charge over uniform displacements
rms = 0.01
z, w = np.polynomial.hermite_e.hermegauss(9)
w = w / w.sum()
Z_thermal = sum(wi * zi * dipole(u_ex + rms * zi) for zi, wi in zip(z, w)) / rms
kT = const.k * 300 / const.e
field_dep = P_chain * 0.01 / const.epsilon_0 * 1e-8
field_gap = 2 * D_ex / a * 10

print(f"spacing d = {d:.3f} nm; chain period a = {a:.3f} nm")
print(f"hopping t = {t_ex:.2f} eV; half level difference D = {D_ex:.2f} eV")
print(f"hopping exponent n = {n_ex}; slope alpha = {alpha:.3f} eV/nm")
print(f"undistorted model gap = {2 * D_ex:.2f} eV")
E0_ex = np.hypot(D_ex, 2 * t_ex)
m_ex = 4 * t_ex**2 / E0_ex**2
print(f"E0 = {E0_ex:.4f} eV; elliptic parameter m = {m_ex:.5f}")
print(f"K(m) = {ellipk(m_ex):.5f}; E(m) = {ellipe(m_ex):.5f}")
print(f"electrons per cation orbital nA = {nA:.4f}")
print(f"rigid charge = {rigid:.4f} e")
print(f"transfer charge = {transfer:.4f} e; small-gap limit {small_gap:.4f} e")
print(f"Born charge, closed form = {Z_total:.4f} e")
print(f"Born charge, Berry phase = {Z_berry:.4f} e")
print(f"Born charge, open chains = {Z_open:.4f} e")
print(f"Born charge, 3D p crystal = {Z_3d:.4f} e")
print(f"Born charge, constant hopping = {Z_constant:.4f} e")
for D in (0.5, 1.0, 2.0, 4.0):
    _, r, q = closed_form(t_ex, D, n_ex)
    print(f"D = {D:.1f} eV: rigid {r:.3f}, transfer {q:.3f}, total {r + q:.3f} e")
print(f"displacement u = {u_ex:.3f} nm along each axis")
print(f"short, long bond (chain) = {d - u_ex:.3f}, {d + u_ex:.3f} nm")
t1, t2 = bonds(u_ex, t_ex, n_ex)
print(f"short, long bond hopping = {t1:.3f}, {t2:.3f} eV")
print(f"distorted chain gap = {2 * np.hypot(D_ex, t1 - t2):.3f} eV")
print(f"dipole component p(u) = {p_u:.5f} e nm; p/u = {p_u / u_ex:.3f} e")
print(f"differential charge at u = {Z_slope:.3f} e")
print(f"polarization, chain model = {P_chain:.2f} uC/cm2")
print(f"polarization, linear estimate = {Z_total * u_ex * to_uC:.2f} uC/cm2")
print(f"polarization, rotated bonds = {P_rot:.2f} uC/cm2")
print(f"polarization, rotation and pi hopping = {P_rot_pi:.2f} uC/cm2")
print(f"pi hopping {vpi_ex:.1f} eV: Born charge = {Z_pi:.3f} e")
print(f"spin-orbit splittings cation, anion = {so_ex[0]}, {so_ex[1]} eV")
print(f"with spin-orbit: Born charge {Z_so:.3f} e, gap at L {gap_so:.3f} eV")
print(f"s-p hopping = {V_sp:.1f} eV")
print(f"cation s below anion p by {sep_cs:.1f} eV: raises it {push_anion:.2f} eV")
print(f"anion s below cation p by {sep_as:.1f} eV: raises it {push_cation:.2f} eV")
print(f"raised anion level at L = {-D_ex + push_anion:.2f} eV")
print(f"unshifted cation doublet at L = {D_ex:.2f} eV")
print(f"holes {holes_cm3:.1e} cm-3 = {holes_fu:.4f} per formula unit")
print(f"transfer charge lost to holes = {100 * lost:.2f} percent")
print(f"thermal rms displacement {rms:.3f} nm: mean charge {Z_thermal:.3f} e")
print(f"undistorted gap / kT at 300 K = {2 * D_ex / kT:.1f}")
print(f"unscreened depolarizing field = {field_dep:.1f} MV/cm")
print(f"field dropping one gap per period = {field_gap:.1f} MV/cm")
print("finished without a failed check")
```

It prints:

```
spacing d = 0.300 nm; chain period a = 0.600 nm
hopping t = 1.90 eV; half level difference D = 1.00 eV
hopping exponent n = 2; slope alpha = 12.667 eV/nm
undistorted model gap = 2.00 eV
E0 = 3.9294 eV; elliptic parameter m = 0.93523
K(m) = 2.78417; E(m) = 1.07438
electrons per cation orbital nA = 0.5489
rigid charge = 0.3532 e
transfer charge = 4.4730 e; small-gap limit 4.8383 e
Born charge, closed form = 4.8263 e
Born charge, Berry phase = 4.8263 e
Born charge, open chains = 4.8263 e
Born charge, 3D p crystal = 4.8261 e
Born charge, constant hopping = 0.3532 e
D = 0.5 eV: rigid -0.145, transfer 9.434, total 9.289 e
D = 1.0 eV: rigid 0.353, transfer 4.473, total 4.826 e
D = 2.0 eV: rigid 0.975, transfer 1.936, total 2.911 e
D = 4.0 eV: rigid 1.538, transfer 0.702, total 2.240 e
displacement u = 0.016 nm along each axis
short, long bond (chain) = 0.284, 0.316 nm
short, long bond hopping = 2.120, 1.712 eV
distorted chain gap = 2.160 eV
dipole component p(u) = 0.07328 e nm; p/u = 4.580 e
differential charge at u = 4.126 e
polarization, chain model = 37.66 uC/cm2
polarization, linear estimate = 39.68 uC/cm2
polarization, rotated bonds = 35.31 uC/cm2
polarization, rotation and pi hopping = 36.19 uC/cm2
pi hopping -0.5 eV: Born charge = 5.006 e
spin-orbit splittings cation, anion = 0.2, 0.8 eV
with spin-orbit: Born charge 4.890 e, gap at L 1.600 eV
s-p hopping = 1.5 eV
cation s below anion p by 6.0 eV: raises it 3.00 eV
anion s below cation p by 12.0 eV: raises it 1.94 eV
raised anion level at L = 2.00 eV
unshifted cation doublet at L = 1.00 eV
holes 5.0e+20 cm-3 = 0.0270 per formula unit
transfer charge lost to holes = 2.90 percent
thermal rms displacement 0.010 nm: mean charge 4.004 e
undistorted gap / kT at 300 K = 77.4
unscreened depolarizing field = 425.3 MV/cm
field dropping one gap per period = 33.3 MV/cm
finished without a failed check
```
